\section*{The Clausius-Mossotti relation and the polarization catastrophe}

\section*{The problem}

A dielectric is modelled as a large cubic lattice (simple, body-centred or face-centred) with one identical point dipole on each site. There are $n$ sites per unit volume. Each dipole is induced, isotropic and linear: in a static field $F$ it acquires the moment $p=\alpha F$, where $\alpha$ is the polarizability. Permanent moments, higher multipoles and overlap of the charge clouds are left out.

Three fields must be kept apart. The macroscopic field $E$ is the space-averaged field inside the matter. The local field $E_{\rm loc}$ acts on one dipole and comes from every source except that dipole itself. The outer field $E_0$ is the field present before the sample is put in place. All of them, and the polarization $P=np$, point along $z$. The relative permittivity $\varepsilon$ is defined by
\begin{equation}
P=\varepsilon_0(\varepsilon-1)E .
\label{def}
\end{equation}
Formulas keep $\varepsilon_0$ visible. Numbers are in Hartree atomic units (a.u.), where $4\pi\varepsilon_0=1$, so that $\varepsilon_0=1/(4\pi)$.

\section*{(a) The distant matter}

\textit{Draw an imaginary sphere of radius $R$ about one site, large compared with the lattice spacing and small compared with the sample. What field do the outer sources and the matter outside the sphere produce at its centre?}

\textbf{Solution.} The matter outside the sphere is many spacings away, so it may be replaced by a continuum of uniform polarization $P$. If the whole sample were this continuum, the field at the centre would be $E$. We want the same field without the contribution $E_{\rm ball}$ of the material inside the sphere:
\begin{equation}
E_{\rm out}=E-E_{\rm ball}.
\label{subtract}
\end{equation}
No hole is really cut, so the polarization outside does not readjust.

A uniformly polarized ball has no bound volume charge, because $-\nabla\cdot\mathbf P=0$. Its surface carries the charge density $\mathbf P\cdot\hat{\mathbf r}=P\cos\theta$, with $\theta$ measured from the $z$ axis. A ring between $\theta$ and $\theta+d\theta$ has area $2\pi R^2\sin\theta\,d\theta$ and charge
\[
dq=P\cos\theta\;2\pi R^2\sin\theta\,d\theta .
\]
A positive charge at angle $\theta$ pushes a positive test charge at the centre away from itself, which gives the $z$ component $-dq\cos\theta/(4\pi\varepsilon_0R^2)$. The transverse components cancel around the ring. Hence
\begin{align}
E_{\rm ball}
&=-\int_0^\pi\frac{P\cos\theta\;2\pi R^2\sin\theta}{4\pi\varepsilon_0R^2}\cos\theta\,d\theta
=-\frac{P}{2\varepsilon_0}\int_0^\pi\cos^2\theta\,\sin\theta\,d\theta \notag\\
&=-\frac{P}{2\varepsilon_0}\int_{-1}^{1}u^2\,du
=-\frac{P}{2\varepsilon_0}\cdot\frac23=-\frac{P}{3\varepsilon_0},
\label{ball}
\end{align}
with $u=\cos\theta$. The radius has dropped out. Equation (\ref{subtract}) becomes
\begin{equation}
E_{\rm out}=E+\frac{P}{3\varepsilon_0}.
\label{out}
\end{equation}
The added term is the Lorentz cavity field.

\section*{(b) The nearby dipoles}

\textit{Find the field at the centre due to the other dipoles inside the sphere, and hence the local field.}

\textbf{Solution.} These dipoles are too close to be smeared out and must be summed one by one. A dipole $p\hat{\mathbf z}$ separated from the centre by $\mathbf r=(x,y,z)$ produces there
\[
E_z=\frac{p}{4\pi\varepsilon_0}\,\frac{3z^2-r^2}{r^5},\qquad
E_x=\frac{p}{4\pi\varepsilon_0}\,\frac{3xz}{r^5},\qquad
E_y=\frac{p}{4\pi\varepsilon_0}\,\frac{3yz}{r^5}.
\]
Take all sites at one distance $r$. A rotation by $120^\circ$ about a cube diagonal maps this shell onto itself and permutes $x,y,z$ cyclically. The sums of $x^2$, $y^2$ and $z^2$ over the shell are therefore equal, and each is one third of the sum of $r^2$:
\[
\sum_{\rm shell}(3z^2-r^2)=3\cdot\frac13\sum_{\rm shell}r^2-\sum_{\rm shell}r^2=0 .
\]
A rotation by $180^\circ$ about the $x$ axis also maps the shell onto itself and turns $xz$ into $-xz$, so $\sum xz=0$. The same rotation about the $y$ axis gives $\sum yz=0$. Every shell contributes nothing, and
\begin{equation}
E_{\rm loc}=E+\frac{P}{3\varepsilon_0}.
\label{lorentz}
\end{equation}

This can be checked without a cavity. Consider a long needle, many spacings thick, cut from a simple cubic lattice and polarized along its length. Its bound charges sit on the two ends, and their field at the middle vanishes as the ends recede, so $E=0$. The field at a central site must then be $P/(3\varepsilon_0)$. For unit spacing and unit dipoles this is $4\pi/3=4.18879$ a.u.; direct summation over the dipole chains of the needle gives $4.18879$ a.u.

Without cubic symmetry the factor $1/3$ is not guaranteed. For a tetragonal lattice with $c/a=1.1$ and dipoles along $c$, the same summation gives $E_{\rm loc}=E+0.239\,P/\varepsilon_0$ in place of $0.333\,P/\varepsilon_0$.

\section*{(c) The permittivity}

\textit{Express $\varepsilon$ through $n$ and $\alpha$. Examine the dilute limit.}

\textbf{Solution.} Each dipole responds to the local field, so $P=n\alpha E_{\rm loc}$. With (\ref{lorentz}),
\[
P=n\alpha E+\frac{n\alpha}{3\varepsilon_0}P .
\]
Define the dimensionless number $x=n\alpha/(3\varepsilon_0)$, so that $n\alpha=3\varepsilon_0x$. Collecting the terms in $P$ gives
\begin{equation}
(1-x)P=3\varepsilon_0xE
\quad\Longrightarrow\quad
P=\frac{3\varepsilon_0x}{1-x}\,E .
\label{P}
\end{equation}
Comparison with (\ref{def}) yields
\begin{equation}
\varepsilon=1+\frac{3x}{1-x}=\frac{1+2x}{1-x}.
\label{eps}
\end{equation}
To isolate $x$, form the two combinations
\[
\varepsilon-1=\frac{3x}{1-x},\qquad
\varepsilon+2=\frac{1+2x+2-2x}{1-x}=\frac{3}{1-x}.
\]
Their ratio is the Clausius-Mossotti relation:
\begin{equation}
\frac{\varepsilon-1}{\varepsilon+2}=x=\frac{n\alpha}{3\varepsilon_0}.
\label{CM}
\end{equation}

For $x\ll1$, the expansion $1/(1-x)=1+x+\dots$ gives $\varepsilon=1+3x+3x^2+\dots$. The term $3x=n\alpha/\varepsilon_0$ is the response of independent dipoles. The term $3x^2$ is the first effect of the dipoles on one another.

\section*{(d) The divergence and its cause}

\textit{Where does the response to a fixed macroscopic field diverge? Explain the divergence by feedback and by energy.}

\textbf{Solution.} In (\ref{P}) the numerator stays finite while the denominator vanishes at $x=1$, that is, at
\begin{equation}
n\alpha=3\varepsilon_0
\qquad\left(n\alpha=\frac{3}{4\pi}\ \text{in atomic units}\right).
\label{cat}
\end{equation}
Since $\varepsilon=3/(1-x)-2$, the permittivity is 4 at $x=0.5$, 28 at $x=0.9$ and 298 at $x=0.99$.

\textit{Feedback.} Let the dipoles first respond to $E$ alone, then to $E$ plus the Lorentz field of the moments just found, and so on:
\[
p_1=\alpha E,\qquad
p_{k+1}=\alpha\left(E+\frac{np_k}{3\varepsilon_0}\right)=\alpha E+x\,p_k .
\]
Repeated insertion gives
\begin{equation}
p_N=\alpha E\,(1+x+x^2+\dots+x^{N-1}).
\label{series}
\end{equation}
For $x<1$ this tends to $\alpha E/(1-x)$, in agreement with (\ref{P}). At $x=1$ every round adds the full amount $\alpha E$ again, and the sum grows without limit. The rounds order the contributions; they are not a description of the motion in time.

\textit{Energy.} Take the needle of part (b) in a field $E$ from fixed distant sources. Creating a moment $p$ in one dipole costs $p^2/(2\alpha)$, since minimizing $p^2/(2\alpha)-pF$ returns $p=\alpha F$. The energy in the applied field is $-pE$. If the few sites near the side faces are neglected, the mutual energy per site is $-\tfrac12p\,(np/3\varepsilon_0)$; the factor $\tfrac12$ ensures that each pair is counted once. Thus
\begin{equation}
W(p)=\frac{p^2}{2\alpha}-\frac{n p^2}{6\varepsilon_0}-pE,
\qquad
\frac{d^2W}{dp^2}=\frac1\alpha-\frac{n}{3\varepsilon_0}=\frac{1-x}{\alpha}.
\label{W}
\end{equation}
Setting $dW/dp=0$ gives $p(1-x)/\alpha=E$, the earlier result. The curvature is the stiffness against uniform polarization, and it vanishes at $x=1$.

For $x>1$, equation (\ref{eps}) still returns a number. Because $\varepsilon+2=3/(1-x)$ is then negative, that number lies below $-2$. It belongs to a maximum of $W$, hence to an unstable state of the needle, and is not the permittivity of this model lattice at rest. The linear model says that the unpolarized state is lost, but not what replaces it. That depends on terms of higher order in $p$, which can halt the growth.

\section*{(e) A numerical case}

\textit{A model simple cubic lattice has spacing $a=6$ bohr and $\alpha=30$ a.u.; no particular material is meant. The macroscopic field is held at $E=1.0\times10^{-3}$ a.u. Find the response and the critical values of $\alpha$ and $n$.}

\textbf{Solution.} The density is $n=1/6^3=0.004630$ bohr$^{-3}$. With $1/(3\varepsilon_0)=4\pi/3$,
\[
x=\frac{4\pi}{3}\cdot\frac{30}{216}=0.5818,\qquad
\varepsilon=\frac{1+2(0.5818)}{1-0.5818}=5.17 .
\]
Without the Lorentz field the answer would be $1+3x=2.75$. The polarization, moment and local field are
\begin{align*}
P&=\frac{5.173-1}{4\pi}\times10^{-3}=3.32\times10^{-4}\ \text{a.u.},\\
p&=P/n=216\,P=0.0717\ \text{a.u.},\\
E_{\rm loc}&=p/\alpha=2.39\times10^{-3}\ \text{a.u.}
\end{align*}
The field on each dipole is 2.39 times the macroscopic field, which is the factor $1/(1-x)$.

The series (\ref{series}) gives $p=0.0300$ a.u. after one round, 0.0475 after two, 0.0670 after five and 0.0714 after ten. Equation (\ref{series}) leaves a fraction $x^N$ of the final moment missing after $N$ rounds, so convergence slows as $x$ approaches 1.

At this density, (\ref{cat}) gives the critical polarizability
\[
\alpha_c=\frac{3}{4\pi}\,216=51.6\ \text{a.u.}=8.50\times10^{-40}\ \text{C}^2\,\text{m}^2\,\text{J}^{-1}.
\]
If instead $\alpha=30$ a.u. is held fixed and the density varied,
\[
n_c=\frac{3}{4\pi\cdot30}=0.00796\ \text{bohr}^{-3}=53.7\ \text{nm}^{-3},
\]
which corresponds to a cubic spacing of 5.01 bohr.

\section*{(f) A ball in an outer field}

\textit{A large ball of the same matter is placed in a fixed uniform outer field $E_0$. Does its polarization diverge at $x=1$?}

\textbf{Solution.} The surface charge of the ball now is real and opposes the outer field. For a uniformly polarized ball, the field found at the centre in (\ref{ball}) holds throughout the interior. To see this, picture the ball as two balls of uniform charge densities $+\rho$ and $-\rho$, the positive one shifted by a small vector $\mathbf s$, with $\rho\mathbf s=\mathbf P$. By Gauss's law, a ball of charge density $\rho$ has the inner field $\rho\mathbf r/(3\varepsilon_0)$ at the position $\mathbf r$ from its centre. The two fields add up to $\rho(\mathbf r-\mathbf s)/(3\varepsilon_0)-\rho\mathbf r/(3\varepsilon_0)=-\mathbf P/(3\varepsilon_0)$ at every inner point. Hence
\[
E=E_0-\frac{P}{3\varepsilon_0}.
\]
Insertion in (\ref{lorentz}) gives
\[
E_{\rm loc}=E_0-\frac{P}{3\varepsilon_0}+\frac{P}{3\varepsilon_0}=E_0,
\qquad P=n\alpha E_0 .
\]
The opposing field of the surface cancels the Lorentz field, and uniform polarization has no feedback left. Non-uniform patterns can still feed themselves; part (g) gives an example. This uniform solution passes through $x=1$ without diverging. That does not make it stable: a large simple cubic ball has already lost stability near $x=0.78$, by the pattern of part (g). The macroscopic field is
\[
E=E_0-\frac{n\alpha}{3\varepsilon_0}E_0=(1-x)E_0 ,
\]
which vanishes there. The ratio $P/E$, and with it $\varepsilon$, diverges because $E$ goes to zero.

The cancellation can be tested on a lattice. In a simple cubic ball of radius 40 spacings, the site displaced from the centre by $(12,7,5)$ spacings receives from all other unit dipoles a field whose largest component is 0.0004 a.u. The Lorentz field alone would be 4.19 a.u. The cancellation holds only in the interior. Along the $z$ axis the residual field grows to 0.04 a.u. ten spacings below the surface, 0.3 a.u. two spacings below it, and 7.7 a.u. at the outermost site, more than the Lorentz field itself.

For the numbers of part (e) and $E_0=1.0\times10^{-3}$ a.u., the ball has $E=4.18\times10^{-4}$ a.u. and $P=1.39\times10^{-4}$ a.u. The polarization is smaller than in part (e), although $\varepsilon$ is the same, because there $E$ was held fixed and here $E_0$ is. A film that fills the gap $d$ between plates at constant voltage $V$ realizes the first condition, since $E=V/d$ whatever the film does. The value $10^{-3}$ a.u. is 5.1 MV/cm, of the order of the breakdown field of good insulating films; it was chosen for round numbers, and in this linear model $P$, $p$ and $E_{\rm loc}$ scale in proportion for weaker fields.

\section*{(g) A competing instability}

\textit{In the simple cubic lattice, let all dipoles in one chain along $z$ be parallel, but let nearest-neighbour chains point in opposite directions. At what $x$ can this staggered pattern sustain itself without an applied field?}

\textbf{Solution.} The average polarization is zero, so there is no macroscopic field, and the site field must be summed directly. By symmetry it acts on each dipole along that dipole's own direction, with the same strength $Sp/a^3$. The sum gives $S=5.354$ in atomic units, against $4\pi/3=4.189$ for the uniform pattern.

The origin of the difference can be read off. A dipole at distance $ma$ along the chain contributes $2p/(ma)^3$, and there is one on each side, so the chain of the site itself contributes
\[
4\sum_{m=1}^{\infty}\frac1{m^3}=4.808
\]
in both patterns. All other chains together contribute $4.1888-4.8082=-0.619$ when parallel and $5.3536-4.8082=+0.545$ when staggered. Parallel neighbours oppose the site; reversing the nearest ones turns the opposition into support.

A self-sustained pattern requires $p=\alpha Sp/a^3$ with $p\neq0$, hence
\[
\alpha_{\rm st}=\frac{a^3}{S}=\frac{216}{5.354}=40.3\ \text{a.u.},\qquad
x_{\rm st}=\frac{4\pi/3}{S}=\frac{4.189}{5.354}=0.782 .
\]
The energy argument of part (d), with $S/a^3$ in place of $n/(3\varepsilon_0)$, shows that the unpolarized lattice is unstable for $\alpha>\alpha_{\rm st}$. This model lattice therefore loses stability no later than $x=0.782$, where (\ref{eps}) gives $\varepsilon\approx11.8$, still finite. The case of part (e), at $x=0.582$, lies below this limit. Condition (\ref{cat}) correctly locates the pole of the uniform response, but whether that pole can be reached from a stable state has to be examined for each lattice.

\section*{(h) Meaning for real matter}

\textit{Give $x$ a geometrical meaning, and judge how far the model can be trusted near $x=1$.}

\textbf{Solution.} Replace each atom by a conducting sphere of radius $b$. In a field $F$ its surface charge must cancel $F$ inside. By (\ref{ball}), a charge density $P_s\cos\theta$ does this if $P_s=3\varepsilon_0F$. The moment is $P_s$ times the volume:
\[
p=3\varepsilon_0F\cdot\frac{4\pi b^3}{3}=4\pi\varepsilon_0b^3F
\quad\Longrightarrow\quad \alpha=4\pi\varepsilon_0b^3,\qquad
x=\frac{n\alpha}{3\varepsilon_0}=n\,\frac{4\pi b^3}{3}.
\]
Thus $x$ is the fraction of space that the equivalent spheres would fill, and $x=1$ asks them to fill all of it. Spheres that do not overlap cannot do so. In a simple cubic lattice they touch at $b=a/2$, where $x=\pi/6=0.524$. The spheres are equivalent to point dipoles only while they are well apart, because close neighbours also induce higher multipoles on them. The induced octupole alone raises $\varepsilon$ of the sphere array from the value 3.00 of (\ref{eps}) to 3.23 at $x=0.4$ and from 4.00 to 5.05 at $x=0.5$, and touching spheres form conducting paths.

The polarizability used in part (e) is not extreme: free atoms range from a little over 1 a.u. for helium to some hundreds for the heavy alkali atoms. Its combination with a spacing of 6 bohr is demanding, however, since $x=0.582$ already exceeds the touching value. Well before $x=1$ the assumption of separate point dipoles is doubtful for a real solid: the charge clouds may overlap, and bonding can change $\alpha$. In ionic crystals the displacement of ions also adds to the static response. If the clouds were smeared so evenly that each felt only the average field, $\varepsilon$ in part (e) would fall from 5.17 to 2.75. This difference shows how strongly the result depends on the local field; the value for a given solid needs a measurement or a calculation of its electronic structure. Reaching the condition $n\alpha=3\varepsilon_0$ with free-atom polarizabilities is accordingly a rough sign that the picture of separate point dipoles has failed. By itself it does not establish that a solid becomes ferroelectric or metallic.

The computed values are collected in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
LATTICE TESTS (unit spacing, unit dipole, atomic units)
cavity surface-charge field for P=1: 4.188790 a.u.
direct needle sum, uniform: 4.188790 a.u.
direct needle sum, staggered: 5.353577 a.u.
largest centre-sum component: 8.2e-15 a.u.
largest off-centre ball component: 0.0004 a.u.
tetragonal c/a: 1.1 (no unit)
tetragonal Lorentz factor: 0.2391 (no unit)
WORKED EXAMPLE
lattice spacing a: 6.0 bohr
polarizability alpha: 30.0 a.u.
macroscopic field E: 0.0010 a.u.
number density n: 0.004630 bohr^-3
x = n alpha/(3 eps0): 0.5818 (no unit)
relative permittivity: 5.1732 (no unit)
permittivity without local field: 2.7453 (no unit)
polarization P: 3.3209e-04 a.u.
dipole moment p: 0.07173 a.u.
local field: 2.3911e-03 a.u.
dipole after 1 rounds: 0.03000 a.u.
dipole after 2 rounds: 0.04745 a.u.
dipole after 5 rounds: 0.06695 a.u.
dipole after 10 rounds: 0.07141 a.u.
dipole after 20 rounds: 0.07173 a.u.
APPROACH TO THE DIVERGENCE (formula for the uniform response)
permittivity at x=0.5: 4.00 (no unit)
permittivity at x=0.9: 28.00 (no unit)
permittivity at x=0.99: 298.00 (no unit)
CRITICAL VALUES
critical alpha at this density: 51.566 a.u.
same in SI: 8.5021e-40 C^2 m^2 J^-1
critical density at this alpha: 0.007958 bohr^-3
same density: 53.70 nm^-3
critical cubic spacing at this alpha: 5.009 bohr
staggered-limit alpha at this density: 40.347 a.u.
x at the staggered limit: 0.7824 (no unit)
BALL IN AN OUTER FIELD OF THE SAME SIZE AS E
macroscopic field inside: 4.1822e-04 a.u.
polarization: 1.3889e-04 a.u.
\end{verbatim}
